# Thermal Mismatch Stress with Unequal In-Plane Expansions

## Definitions and conventions

A film of thickness \(h_f\) is bonded to a much thicker substrate of thickness \(h_s\). The axis \(z\) is the film normal. The in-plane axes \(x\) and \(y\) are the principal axes of the substrate's in-plane thermal expansion, with coefficients \(\alpha_{s,x}\) and \(\alpha_{s,y}\).

The film is homogeneous, linearly elastic and isotropic, with Young's modulus \(E_f\), Poisson ratio \(\nu\) and expansion coefficient \(\alpha_f\). Its top surface is free. Tensile stress is positive.

The temperature changes from \(T_0\) to \(T\). The film is first taken to be stress-free at \(T_0\), and the bond neither slips nor breaks. The moduli are held constant, and there is no yield or creep.

Two kinds of strain must be kept apart. The total strain compares the present length with the length at \(T_0\). The elastic strain \(e\) compares the present length with the length that a detached film would have at \(T\). Stress is set by the elastic strain.

Along \(i=x,y\) the bonded film must follow the substrate. For constant coefficients and \(\Delta T=T-T_0\), the ratio of lengths gives

\[
e_i=\frac{1+\alpha_{s,i}\Delta T}{1+\alpha_f\Delta T}-1
=\frac{(\alpha_{s,i}-\alpha_f)\Delta T}{1+\alpha_f\Delta T}.
\]

Since \(|\alpha_f\Delta T|\ll1\), the denominator is replaced by one. For expansion coefficients that vary with temperature, the small increments add:

\[
e_i=\int_{T_0}^{T}\left(\alpha_{s,i}-\alpha_f\right)dT' .
\]

On cooling, \(\Delta T<0\). A substrate that contracts more than the film therefore gives \(e_i<0\), which is compression.

## Stage 1: one constrained direction

Suppose first that the film is held along \(x\) but can change its width freely along \(y\), so that \(\sigma_y=\sigma_z=0\). The definition of Young's modulus gives

\[
\sigma_x=E_f e_x .
\]

The definition of Poisson's ratio gives the elastic strain \(-\nu e_x\) along both \(y\) and \(z\).

**Limit.** If \(\alpha_{s,x}=\alpha_f\), then \(e_x=0\) and the stress vanishes, however large the temperature change. Uniform heating by itself does not stress a film; the difference in expansion does.

A bonded film cannot choose its width in this way. The substrate prescribes the strain along \(y\) too, and a second stress is needed to enforce it.

## Stage 2: two equal mismatches

Before a second in-plane stress is added, the stress normal to the film has to be found. Far from the edges, the fields do not vary with \(x\) or \(y\). Mechanical equilibrium without body forces reads

\[
\frac{\partial\sigma_{ix}}{\partial x}+\frac{\partial\sigma_{iy}}{\partial y}+\frac{\partial\sigma_{iz}}{\partial z}=0 ,
\]

and the first two terms vanish. Each \(\sigma_{iz}\) is therefore constant through the thickness. It is zero at the free top surface, so

\[
\sigma_{xz}=\sigma_{yz}=\sigma_{zz}=0
\]

throughout the film, including at the interface. The substrate holds the interior of the film without pulling on it there; the balancing forces pass through the interface near the edges.

The in-plane strain is also the same at every height. Zero shear stress means zero shear strain, \(\partial u_x/\partial z+\partial u_z/\partial x=0\). On a flat substrate \(u_z\) does not vary with \(x\), so \(u_x\) does not vary with \(z\). The same holds for \(u_y\).

Now let \(e_x=e_y=e\). By symmetry \(\sigma_x=\sigma_y=\sigma\). Each stress stretches its own direction by \(\sigma/E_f\) and shortens the other by \(\nu\sigma/E_f\):

\[
e=\frac{\sigma-\nu\sigma}{E_f}
\quad\Longrightarrow\quad
\sigma=\frac{E_f}{1-\nu}\,e .
\]

The factor \(E_f/(1-\nu)\) is the biaxial modulus.

**Limit.** For \(\nu=0\) the two directions do not influence each other, and the result returns to \(E_fe\) from Stage 1. For \(\nu>0\) it is larger, because each stress must also undo the lateral contraction caused by the other.

## Stage 3: unequal mismatches

With \(\sigma_z=0\), Hooke's law for the two in-plane directions is

\[
E_f e_x=\sigma_x-\nu\sigma_y,\qquad
E_f e_y=\sigma_y-\nu\sigma_x .
\]

To remove \(\sigma_y\), multiply the second equation by \(\nu\) and add it to the first:

\[
E_f(e_x+\nu e_y)=\sigma_x-\nu\sigma_y+\nu\sigma_y-\nu^2\sigma_x=(1-\nu^2)\sigma_x .
\]

A stable isotropic solid has \(-1<\nu<1/2\), so \(1-\nu^2\) is positive and may be divided out. Exchanging \(x\) and \(y\) gives the second stress:

\[
\boxed{\;
\sigma_x=\frac{E_f}{1-\nu^2}(e_x+\nu e_y),\qquad
\sigma_y=\frac{E_f}{1-\nu^2}(e_y+\nu e_x)\;}
\]

The normal elastic strain follows from \(E_fe_z=-\nu(\sigma_x+\sigma_y)\). Adding the two stresses gives

\[
\sigma_x+\sigma_y=\frac{E_f(1+\nu)}{1-\nu^2}(e_x+e_y)=\frac{E_f}{1-\nu}(e_x+e_y),
\]

because \(1-\nu^2=(1-\nu)(1+\nu)\). Hence

\[
e_z=-\frac{\nu}{1-\nu}(e_x+e_y).
\]

Subtracting the stresses instead gives

\[
\sigma_x-\sigma_y=\frac{E_f(1-\nu)}{1-\nu^2}(e_x-e_y)=\frac{E_f}{1+\nu}(e_x-e_y).
\]

The mean mismatch thus sets the mean stress through the biaxial modulus, while the difference in mismatch sets the difference in stress through a smaller modulus (for \(\nu>0\)).

**Limits.**

- For \(e_x=e_y=e\), the factor \((1+\nu)/(1-\nu^2)\) becomes \(1/(1-\nu)\), and Stage 2 is recovered.
- To recover Stage 1, insert the free lateral strain \(e_y=-\nu e_x\). Then \(\sigma_y=0\) and \(\sigma_x=E_f(1-\nu^2)e_x/(1-\nu^2)=E_fe_x\).
- For \(e_x=0\), \(\sigma_x=\nu\sigma_y\). A direction with perfectly matched expansion is still stressed, since the substrate prevents the Poisson contraction there.
- For \(\nu\to1/2\), the stresses stay finite and \(e_z\to-(e_x+e_y)\). The elastic volume change vanishes, as it must in an incompressible film, and the free surface supplies the necessary change of thickness.

The stress along \(x\) vanishes when \(e_x=-\nu e_y\), which for \(\nu>0\) requires mismatches of opposite sign. If \(e_x\) is smaller in size than \(\nu|e_y|\) and opposite in sign to \(e_y\), then \(\sigma_x\) has the sign opposite to \(e_x\). The sign of one mismatch alone therefore does not settle whether that direction is in tension.

## Stage 4: other in-plane axes

Turn the axes by an angle \(\theta\), with \(c=\cos\theta\) and \(s=\sin\theta\). The strain components become

\[
e'_x=c^2e_x+s^2e_y,\qquad e'_y=s^2e_x+c^2e_y,\qquad e'_{xy}=-cs(e_x-e_y).
\]

Here \(e'_{xy}\) is the tensor shear strain, half the engineering shear strain. Stress transforms in the same way:

\[
\sigma'_x=c^2\sigma_x+s^2\sigma_y
=\frac{E_f}{1-\nu^2}\left[(c^2e_x+s^2e_y)+\nu(c^2e_y+s^2e_x)\right]
=\frac{E_f}{1-\nu^2}(e'_x+\nu e'_y).
\]

The normal-stress law keeps its form, but a shear stress joins it:

\[
\sigma'_{xy}=-cs(\sigma_x-\sigma_y)=-cs\,\frac{E_f}{1+\nu}(e_x-e_y)=\frac{E_f}{1+\nu}\,e'_{xy}.
\]

**Limit.** At \(\theta=0\), or for equal mismatches at any angle, the shear vanishes. At \(\theta=45^\circ\) its size is largest, \(|\sigma_x-\sigma_y|/2\).

## Stage 5: a tungsten film on lithium niobate

The numbers describe a 200 nm tungsten film on a 500 µm lithium niobate plate that contains the crystal \(a\) axis (\(x\)) and \(c\) axis (\(y\)). It cools from 100 to 25 °C, so \(\Delta T=-75\) K. The material values are rough typical ones:

- film: \(E_f=410\) GPa, \(\nu=0.28\), \(\alpha_f=4.5\) ppm/K;
- substrate: \(\alpha_{s,x}=15.0\) ppm/K, \(\alpha_{s,y}=7.5\) ppm/K.

The mismatch strains are

\[
e_x=(15.0-4.5)(-75)=-787.5\ \text{ppm},\qquad
e_y=(7.5-4.5)(-75)=-225.0\ \text{ppm}.
\]

With \(E_f/(1-\nu^2)=444.9\) GPa,

\[
\sigma_x=444.9\ \text{GPa}\times(-787.5-0.28\times225.0)\ \text{ppm}=-378\ \text{MPa},
\]
\[
\sigma_y=444.9\ \text{GPa}\times(-225.0-0.28\times787.5)\ \text{ppm}=-198\ \text{MPa}.
\]

Both are compressive. The film thickens elastically by \(e_z=394\) ppm relative to a detached film at the same temperature.

In \(\sigma_y\), the term from the mismatch along \(x\) is \(0.28\times787.5=220.5\) ppm, nearly equal to the direct term of 225.0 ppm. It supplies 49.5% of the stress. In \(\sigma_x\) the corresponding share is 7.4%. The weaker mismatch direction is thus the one for which the coupling matters most.

Two simpler estimates show what is lost by ignoring the coupling or the inequality. The uniaxial products \(E_fe_x\) and \(E_fe_y\) are \(-323\) and \(-92\) MPa; the second is less than half of the actual \(\sigma_y\). The biaxial modulus times the mean mismatch gives \(-288\) MPa for both directions. This is the mean of the two stresses, as the sum rule of Stage 3 requires, but it hides their difference of 180 MPa. In axes turned by 45° that difference appears as a shear stress of 90 MPa.

As a test of the reduction to two dimensions, the full three-dimensional Hooke law was solved for these mismatch strains with the three surface tractions set to zero. It returned the same \(\sigma_x\), \(\sigma_y\) and \(e_z\), and it confirmed the turned-axis law at 30° and 45°.

## Stage 6: edges

At a free edge \(\sigma_x\) must fall to zero, so the assumption of lateral uniformity fails there. A finite-element calculation was made for a strip that is long along \(y\) and has free edges at \(x=\pm40\) µm. It assumed neither a uniform \(\sigma_x\) nor a vanishing \(\sigma_z\).

On a nearly rigid base, the stresses at the centre were \(-378.4\) and \(-198.2\) MPa, in agreement with the formula. The normal stress there was below one thousandth of \(|\sigma_x|\).

The width of the edge zone depends strongly on the substrate. Let the zone end where the thickness-averaged \(\sigma_x\) is within 5% of the formula. Its width is 3.3 film thicknesses on the nearly rigid base. With a substrate modulus of 180 GPa and Poisson ratio of 0.25, treated as isotropic, it is about 34 film thicknesses when the substrate is a block 120 µm deep, clamped at its bottom and far sides, and about 36 on a free plate 500 µm thick; both round to 7 µm. On this substrate the size of \(\sigma_x\) at the strip centre is still 1.3 to 1.6% below the formula. The substrate surface gives way under the forces transferred near the edge, and this relaxes the film over a longer distance.

The 7 µm belongs to this film, this substrate and this strip width. A narrower electrode needs its own calculation, because the relaxation from one edge adds to that from the other. For edges at \(x=\pm20\) µm on the free plate, the zone widens to about 40 film thicknesses and the centre stress is 3% low.

## Stage 7: a substrate of finite thickness

The boxed formula lets the substrate keep its free thermal dimensions. A free plate is actually strained and bent by the film. Write the two in-plane stresses as a vector \(\boldsymbol\sigma\), the strains likewise, and let

\[
Q=\frac{E}{1-\nu^2}\begin{pmatrix}1&\nu\\ \nu&1\end{pmatrix}
\]

be the plane-stress stiffness, with \(Q_f\) for the film and \(Q_s\) for an isotropic substrate. The boxed result is then \(\boldsymbol\sigma=Q_f\mathbf e\).

Measure \(z\) from the middle of the substrate, and let its elastic strain be \(\boldsymbol\varepsilon_0+z\boldsymbol\kappa\). To leading order in \(h_f/h_s\), the film exerts the force per width \(h_f\boldsymbol\sigma\) at \(z=h_s/2\). With no external load, the total force and the total moment vanish:

\[
h_sQ_s\boldsymbol\varepsilon_0+h_f\boldsymbol\sigma=0,\qquad
\frac{h_s^3}{12}Q_s\boldsymbol\kappa+\frac{h_s}{2}h_f\boldsymbol\sigma=0 .
\]

The factor \(h_s^3/12\) is the integral of \(z^2\) through the plate. Solving,

\[
\boldsymbol\varepsilon_0=-\frac{h_f}{h_s}Q_s^{-1}\boldsymbol\sigma,\qquad
\boldsymbol\kappa=-\frac{6h_f}{h_s^2}Q_s^{-1}\boldsymbol\sigma .
\]

At the film, the strain is \(\boldsymbol\varepsilon_0+(h_s/2)\boldsymbol\kappa\): one part from uniform strain and three from bending. The film stress therefore changes by

\[
\delta\boldsymbol\sigma=-4\,\frac{h_f}{h_s}\,Q_fQ_s^{-1}\boldsymbol\sigma .
\]

The minus sign means relaxation in the equal-biaxial case: a compressed film stretches the surface beneath it. If the plate is clamped flat, \(\boldsymbol\kappa=0\) and the factor 4 becomes 1.

**Limit.** The correction vanishes as \(h_f/h_s\to0\). Here \(h_f/h_s=4\times10^{-4}\), and the formula gives \(+1.42\) and \(+0.77\) MPa along \(x\) and \(y\). A two-layer plate calculation that keeps the finite film thickness gives \(+1.41\) and \(+0.77\) MPa. For this isotropic substrate, both corrections are about 0.4% of the corresponding stress. The derivation assumes deflections small compared with the plate thickness.

## Stage 8: the model beside a real film

Tungsten in its usual body-centred cubic phase suits the isotropic model unusually well. Sputtered films can also contain the β phase, to which the following constants do not apply. Rough crystal constants \(c_{11}=523\), \(c_{12}=204\) and \(c_{44}=160\) GPa give \(2c_{44}/(c_{11}-c_{12})=1.003\), where one means elastic isotropy. Over 200 random crystal orientations, the computed \(\sigma_x\) varied by a total of 0.2%. A film of a strongly anisotropic metal would need its texture taken into account.

The expansion data matter more. Take the substrate coefficients above as values at 25 °C, and let them vary by roughly \(+0.010\) and \(-0.015\) ppm/K² along \(x\) and \(y\), with the film's coefficient held constant. The integral for \(e_i\) then gives \(\sigma_x=-386\) MPa and \(\sigma_y=-183\) MPa. The sizes change by \(+1.9\%\) and \(-7.7\%\). An error in the coefficient itself acts directly: 1 ppm/K more along \(y\) adds \(-75\) ppm to \(e_y\), and hence about \(-33\) MPa to \(\sigma_y\). Lower values of the \(c\)-axis coefficient, near 4 ppm/K, are also quoted. With 14.8 and 4.1 ppm/K along \(x\) and \(y\), \(e_y\) changes sign to \(+30\) ppm and \(\sigma_y\) is only \(-83\) MPa, so the results along \(y\) in Stage 5 depend on the value adopted.

A real deposited film may also violate the assumption of zero stress at \(T_0\). Sputtered metal films can carry a growth stress, whose size and sign depend on the deposition conditions. A rough compressive value of \(-1000\) MPa in both directions would change the totals to \(-1378\) and \(-1198\) MPa. While the response stays elastic, the formula still gives the change of stress on cooling, but it no longer gives the total stress.

Whether the response can stay elastic is judged by the von Mises stress, which for \(\sigma_z=0\) and principal axes is

\[
\sigma_{\rm vM}=\sqrt{\sigma_x^2-\sigma_x\sigma_y+\sigma_y^2}.
\]

It is 328 MPa for the thermal part and 1298 MPa with the growth stress. Against a rough film yield stress of 2000 MPa, both are elastic, the second with much less margin.

For detachment, the stored energy per area bounds the energy released on average over the detached area. It does not bound the release rate at a moving front, which is the quantity that competes with adhesion. Loading a linear film gradually does the work \(\tfrac12\sigma_ie_i\) per volume in each direction, so

\[
U=\frac{h_f}{2}(\sigma_xe_x+\sigma_ye_y)
=\frac{h_f}{2E_f}\left(\sigma_x^2+\sigma_y^2-2\nu\sigma_x\sigma_y\right),
\]

where the second form follows by inserting Hooke's law for \(e_x\) and \(e_y\). The thermal part alone stores 0.034 J/m². With the growth stress the film stores 0.59 J/m², which is no longer small beside a rough adhesion energy of 1 J/m². A long straight edge that advances along \(x\) releases less, \(h_f(1-\nu^2)\sigma_x^2/(2E_f)=0.43\) J/m², because the strain along \(y\) stays prescribed. A compressed film can also detach by buckling. On a rigid substrate, the release rate at the sides of a straight buckle along \(y\) peaks at \(4/3\) of this edge value: 0.57 J/m² with the growth stress, and 0.043 J/m² for the thermal part alone, which exceeds its \(U\). At fixed stress \(U\) grows in proportion to \(h_f\), so a thicker film loses this margin.

Lithium niobate is also piezoelectric and pyroelectric. Cooling creates charge on faces that cut the \(c\) axis, and the electric field of this charge can strain the plate. The results here assume that the charge is neutralised and that the blanket metal film keeps the interface at one potential. Piezoelectric strains are left out. In a small or poorly discharged plate they need not be negligible beside \(e_y\), and they would then have to be added to the mismatch strains. The numerical output below lists the inputs and results.

## Computed results

```
Film modulus, Poisson ratio: 410 GPa, 0.28
Substrate modulus, Poisson ratio: 180 GPa, 0.25
Film expansion: 4.5 ppm/K
Substrate expansion x (a), y (c): 15.0, 7.5 ppm/K
Start, end temperature, change: 100, 25 C, -75 K
Film thickness: 200 nm; substrate: 500 um
Mismatch strain e_x: -787.5 ppm
Mismatch strain e_y: -225.0 ppm
Normal elastic strain e_z: 393.8 ppm
Plane modulus E/(1-nu^2): 444.9 GPa
Biaxial modulus E/(1-nu): 569.4 GPa
Difference modulus E/(1+nu): 320.3 GPa
Stress sigma_x: -378.4 MPa
Stress sigma_y: -198.2 MPa
Share of sigma_y due to e_x: 49.5 %
Share of sigma_x due to e_y: 7.4 %
Uniaxial estimates E*e_x, E*e_y: -322.9, -92.2 MPa
Equal-biaxial estimate, mean mismatch: -288.3 MPa
Shear stress at 45 degrees, size: 90.1 MPa
Strip centre, rigid base, x: -378.4 MPa
Strip centre, rigid base, y: -198.2 MPa
5% edge zone, rigid base: 3.3 film thicknesses
5% edge zone, real base: 34 film thicknesses
5% edge zone, real base: 6.9 um
Strip half width in the edge test: 40 um
Finite-substrate change, x: +1.41 MPa
Finite-substrate change, y: +0.77 MPa
First-order formula, x, y: +1.42, +0.77 MPa
Expansion slopes x, y: 0.010, -0.015 ppm/K^2
Stress with slopes, x: -385.6 MPa
Stress with slopes, y: -182.9 MPa
Relative changes by slopes, x, y: +1.9, -7.7 %
Tungsten c11, c12, c44: 523, 204, 160 GPa
Anisotropy ratio 2*c44/(c11-c12): 1.003
Spread of sigma_x over 200 orientations: 0.21 %
Rough growth stress, both axes: -1000 MPa
Total stress with growth, x, y: -1378, -1198 MPa
Von Mises stress, thermal: 328 MPa
Von Mises stress, with growth: 1298 MPa
Rough film yield stress: 2000 MPa
Stored energy, thermal: 0.0343 J/m2
Stored energy, with growth: 0.588 J/m2
Rough adhesion energy: 1.0 J/m2
```
